Spin contamination of an unrestricted determinant from orbital overlaps, with manganocene, part 2

A single normalised determinant Φ has N_α spin-up orbitals φ_i and N_β spin-down orbitals χ_j, orthonormal within each set, with N_α ≥ N_β. We seek its ⟨S²⟩ and the weights w_S of total spin S in it, with spin in units of ħ. Define

T_ij = ⟨φ_i|χ_j⟩, M = (N_α − N_β)/2,

δ = N_β − Σ_ij |T_ij|².

Corresponding orbitals make T diagonal with entries σ_j between 0 and 1. The pair deficits δ_j = 1 − σ_j² add up to δ, the minority-spin deficit. The majority-spin deficit is N_α − Σ_ij |T_ij|². The index-paired deficit, N_β − Σ_j |T_jj|², changes under orbital mixing and does not measure contamination.

The first derivation used S₊ = S_x + iS_y, S₋ = S_x − iS_y and the projector on the occupied up space, P_α = Σ_i |φ_i⟩⟨φ_i|. By the Pauli principle, only the part of χ_j outside that space survives raising. This gave

⟨S²⟩ = M(M+1) + ‖S₊Φ‖²,

‖S₊Φ‖² = N_β − Σ_ij |T_ij|² = δ.

Hence δ = 0 implies pure spin M. For spin M + k, S(S+1) exceeds M(M+1) by k(2M + k + 1), and the total weight w_c of spins above M obeys

w_c ≤ δ/[2(M+1)].

The second derivation rotates the spins through θ about the y axis:

R(θ) = exp(−iθS_y), D(θ) = ⟨Φ|R(θ)|Φ⟩,

α → uα + vβ, β → uβ − vα,

with u = cos(θ/2), v = sin(θ/2). It has given

D(θ) = u^(2M) Π_j (1 − v²δ_j).

The example is high-spin manganocene, Mn(C₅H₅)₂, a sextet with N_α = 50, N_β = 45, M = 5/2 and δ = 0.006014. It was treated by unrestricted Hartree–Fock (UHF) at an unoptimised geometry, with def2-SVP on manganese and 6-31G on carbon and hydrogen. The "extra manganese shells" are two d shells and one p shell added to this basis. The z axis runs along ring–metal–ring.

### The squared spin from a small rotation

For small θ the definition of D gives

D(θ) = 1 − iθ⟨S_y⟩ − (θ²/2)⟨S_y²⟩ + …

The linear term vanishes, because S_y = (S₊ − S₋)/(2i) changes the spin projection by one and Φ has a definite projection.

On the other side, u = 1 − θ²/8 + … and v² = θ²/4 + …, so

u^(2M) = 1 − Mθ²/4 + …,

Π_j (1 − v²δ_j) = 1 − δθ²/4 + …,

D(θ) = 1 − (M + δ)θ²/4 + …

Comparing the coefficients of θ²,

⟨S_y²⟩ = (M + δ)/2.

A rotation about the z axis multiplies Φ by a phase, since Φ is an eigenfunction of S_z. A quarter turn of this kind carries S_y² into S_x², so the two have equal expectation values. With ⟨S_z²⟩ = M²,

⟨S²⟩ = M² + 2(M + δ)/2 = M(M+1) + δ.

This is the same result, obtained without the raising operator acting on Φ.

### What the whole rotation contains

The curvature of D at θ = 0 fixes the mean of S². The full function fixes every weight w_S. A rotation cannot change total spin, so no cross terms appear between components of different S:

D(θ) = Σ_S w_S W_S(θ), W_S(θ) = ⟨S,M|R(θ)|S,M⟩.

The functions W_S are real, because −iS_y = −(S₊ − S₋)/2 has real matrix elements in the usual basis.

To extract the weights one needs their orthogonality. Write a general rotation as

g = exp(−iaS_z) exp(−iθS_y) exp(−ibS_z),

and consider the uniform average over all rotations

X = average of g|S,M⟩⟨S′,M|g†.

Replacing g by hg, with h any fixed rotation, merely relabels the average. Hence hXh† = X, and X commutes with every spin component. It then commutes with S² as well, which gives

[S(S+1) − S′(S′+1)]X = 0.

So X vanishes if S ≠ S′. If S = S′, commuting with S_z makes X diagonal in the spin projection, and commuting with S₊ makes all its diagonal elements equal. Its trace is one and the multiplet has 2S+1 states, so each element is 1/(2S+1). Now take the element ⟨S,M|X|S′,M⟩. The phases from a and b cancel, and the average over θ has the weight (1/2) sin θ, so

(1/2) ∫₀^π W_S W_S′ sin θ dθ = 1/(2S+1) for S = S′, and 0 otherwise.

Multiplying D by W_S and integrating,

w_S = (2S+1)/2 ∫₀^π D(θ) W_S(θ) sin θ dθ.

The lowest function is simple. The state with S = M and projection M can be represented by 2M parallel up spins, each of which contributes a factor u, so W_M = u^(2M). Since δ_j ≤ 1, each factor of D satisfies 1 − v²δ_j ≥ u². Using x = u², for which sin θ dθ becomes 2dx on the interval from 0 to 1,

w_M ≥ (2M+1) ∫₀¹ x^(2M+N_β) dx = (2M+1)/(2M+N_β+1).

A determinant with N_α ≥ N_β therefore has a nonzero component of spin M. If it is a pure spin state, that spin must be M, and then δ = 0. Together with the converse shown in the first half, δ = 0 is both necessary and sufficient for purity.

### Small deficits

The next function follows from a special determinant with 2M+1 up electrons and one down electron, all in mutually orthogonal orbitals. It has δ = 1 and D = u^(2M)u², and contains only spins M and M+1, because N_β = 1. The bound is then an equality, w_(M+1) = 1/(2M+2), and w_M = (2M+1)/(2M+2). Solving D = w_M W_M + w_(M+1) W_(M+1) for the unknown function,

W_(M+1) = u^(2M)[(2M+2)u² − (2M+1)] = u^(2M)[1 − (2M+2)v²].

For general small deficits, multiply out the product in D:

D(θ) = u^(2M)[1 − v²δ + terms of second and higher order in the δ_j].

The first two terms are reproduced by

(1 − w)W_M + wW_(M+1), w = δ/(2M+2).

To leading order in the pair deficits, contamination thus comes from the next higher spin alone, and its weight is δ/[2(M+1)]. The spin M + k enters at order k at the earliest, so M+2 appears at second order and M+3 at third.

Manganocene shows this. The bound is 0.006014/7 = 8.591 × 10⁻⁴. The rotation integral gives a weight of 8.582 × 10⁻⁴ for S = 7/2 and 4.07 × 10⁻⁷ for S = 9/2. By k(2M+k+1), these spins lie above the sextet value of S(S+1) by 7 and 16, so

7 × 8.582 × 10⁻⁴ + 16 × 4.07 × 10⁻⁷ = 0.00601,

which agrees with δ. Summed over all spins, the weights give ⟨S²⟩ = 8.756014, the value found from the overlaps.

Formula and weights were also tested on random complex determinants in four spatial orbitals, with up and down electron numbers (3,2), (2,2), (3,1), (1,3) and (2,1). There S² was built directly from the matrices of the three spin components. The largest error was 4 × 10⁻¹⁵ in ⟨S²⟩ and, for the cases with N_α ≥ N_β, 6 × 10⁻¹⁶ in the weights.

### One reversed spin

Large contamination appears when an unpaired electron is reversed. Take an unpaired up orbital p of the sextet, orthogonal to all down orbitals, and put its electron into the same spatial orbital with down spin. The overlaps of the old down orbitals with p were zero, so removing p from the up set costs them nothing. The new down orbital p is orthogonal to every remaining up orbital. The deficit rises by one.

For manganocene this gives M = 3/2, δ = 1.006014 and

⟨S²⟩ = 3.750000 + 1.006014 = 4.756014.

A pure quartet would have 3.75. In the ideal case δ = 1, the formulas above give a sextet weight of 1/(2 × 5/2) = 1/5 and a quartet weight of 4/5. The computed weights are 0.2005 and 0.7992. A determinant with the electron count of a quartet can thus be one fifth sextet, and the deficit reveals it.

### What each derivation assumes

Both derivations need a single determinant of orthonormal orbitals with pure up or down spin. If orbitals mix the two spins, Φ is in general no eigenfunction of S_z, and M(M+1) can no longer be taken out. If occupations are fractional, P_α is not a projector and the Pauli argument fails. For a correlated wave function, ⟨S²⟩ = M(M+1) + ‖S₊Ψ‖² survives when Ψ has a definite projection, but the norm then depends on two-electron correlations and not on orbital overlaps alone.

Beyond this common ground the demands differ. The raising-operator route uses the spin commutator and the Pauli principle. It needs neither corresponding orbitals nor finite rotations, and it shows directly why the minority orbitals must be projected on the majority space. It yields one number, the mean of S².

The rotation route uses the determinant rule for overlaps and the axial symmetry of a state with definite S_z. Corresponding orbitals are a convenience there, since D can be evaluated from the full matrix. The orthogonality of the functions W_S is needed for the weights, not for ⟨S²⟩. In return the route gives the complete distribution of spins. Two determinants with the same δ can have different distributions, because D depends on the separate δ_j and not just on their sum.

### Limits of the manganocene model

Replacing Hartree–Fock by the PBE functional, with geometry and basis held fixed, gives δ of about 0.006, close to the Hartree–Fock value. The integration grid was coarse and the convergence threshold loose, so further digits, and the small difference between the two printed values, should not be interpreted. The comparison concerns two determinants; it does not measure the ⟨S²⟩ of the correlated molecule.

Spin–orbit coupling is absent from both. Its size can be estimated from the operator (a²Z/2) l·s/r³ of the bare manganese nucleus, where a is the fine-structure constant and Z the nuclear charge. A spin flip from orbital p to orbital q involves s_x and s_y, each with a matrix element of magnitude 1/2. For real orbitals the squared coupling, summed over the five unpaired orbitals, is

K² = (a²Z/4)² Σ_pq (|⟨q|l_x/r³|p⟩|² + |⟨q|l_y/r³|p⟩|²),

and K = 0.164 eV. Diagonal elements of l vanish for real orbitals, so for an ideal sextet the flipped state contains no sextet part and is a quartet.

The energy denominator comes from the reversed-spin determinant, which lies 3.372 eV above the sextet when the d_z²-like orbital is reversed. With the extra manganese shells the five possible choices give 3.33 to 3.37 eV. Its sextet part has nearly the sextet energy, so the excess belongs to the quartet part, and the gap is about 3.372/0.799 = 4.22 eV. This quartet has one electron in each of the five orbitals, whereas the quartets reached by the spin–orbit coupling have one orbital doubly occupied and one empty. Its gap serves here only as a rough stand-in for theirs. First-order perturbation theory gives a quartet weight of (0.164/4.22)² = 1.5 × 10⁻³. Each unit of weight moved from sextet to quartet changes S(S+1) by 3.75 − 8.75 = −5, so ⟨S²⟩ shifts by about −0.008. Diagonalising the energy among all 25 single spin flips within the five frozen orbitals, with the extra manganese shells, gives an effective gap of about 4.0 eV, a weight of 1.7 × 10⁻³ and a shift of about −0.009. The stand-in gap is thus somewhat too high.

This bare-nucleus estimate is comparable to δ and has the opposite sign, but its coupling is too large because the other electrons screen the nucleus. In a free Mn²⁺ ion, mean-field screening roughly halves the coupling. The same reduction here would bring the shift to about −0.002, a third of δ. The single mean-field gap may err either way, and a gap one third smaller would raise the weight by a factor of 2.25. The small δ should therefore be read as a property of the determinant, not as the departure of the real molecule from 8.75.

A precursor for deposition can carry alkyl groups on its rings, as in bis(ethylcyclopentadienyl)manganese, and its vapour can be drawn from a warmed vessel. At a rough 350 K the thermal energy is 0.030 eV, some 140 times smaller than the estimated quartet gap. That quartet is not the lowest. Among the single spin flips within the five frozen orbitals the lowest quartet lies near 3.0 eV, still about 100 times the thermal energy, so thermal population of these quartets is negligible in this model. Orbital relaxation and correlation, which change these gaps, are not included. Another assumption that can fail in real precursors is the single spin state. Some substituted manganocenes change between a sextet and a low-spin doublet, whose energy was not computed here. A fraction f of doublet molecules lowers the mean of S² from 8.75 to 8.75 − 8f. At f = 0.01 the change is 0.08, about thirteen times δ. Such a mixture of molecules is not spin contamination, and the deficit of a sextet determinant cannot detect it.

The remaining computed values are in the numerical output that follows.

Computed values

```
Fock-space test, largest error of <S^2>: 4.0e-15
Fock-space test, largest error of spin weights: 6.2e-16
Mn-C, C-C, C-H distances: 0.238, 0.142, 0.108 nm
Mn to ring-plane distance: 0.2051 nm
Basis functions: 141; up electrons: 50; down electrons: 45
UHF total energy: -1534.03810 hartree
Spin population on Mn (Loewdin): 4.883 electrons
Mean Mn d share of the unpaired orbitals: 0.9650
Pure-spin value M(M+1): 8.7500
Sum of all squared up-down overlaps: 44.993986
Minority-spin deficit: 0.006014
Majority-spin deficit: 5.006014
<S^2> from overlaps: 8.756014
<S^2> from spin projection: 8.756014
Deficit from virtual up orbitals: 0.006014
Weight of spin S = 2.5: 9.9914e-01
Weight of spin S = 3.5: 8.5817e-04
Weight of spin S = 4.5: 4.0744e-07
Total contaminant weight: 8.585809e-04; upper bound: 8.591051e-04
Index-paired deficit, canonical orbitals: 14.8774
Index-paired deficit after down-orbital rotation: 44.4179
Largest pair deficits (deficit, Mn share, C p_z share of down orbital):
  0.001724  0.104  0.874
  0.001011  0.106  0.874
  0.001011  0.106  0.874
  0.000900  0.163  0.834
  0.000900  0.163  0.834
  0.000403  0.662  0.325
  0.000020  0.559  0.004
  0.000009  0.003  0.000
Deficit-weighted mean Mn share: 0.162
Deficit-weighted mean C p_z share: 0.816
Spin-flipped determinant, deficit: 1.006014
Spin-flipped determinant, <S^2>: 4.756014
Spin-flipped, quartet and sextet weights: 0.79920, 0.20051
Energy of the spin-flipped determinant above UHF: 3.372 eV
Estimated sextet-quartet gap: 4.219 eV
Spin-orbit coupling to quartets, bare nucleus: 0.1644 eV
Estimated spin-orbit quartet weight: 1.52e-03
Estimated spin-orbit shift of <S^2>: -7.59e-03
Thermal energy at 350 K: 0.0302 eV
PBE determinant, minority-spin deficit: 0.005919
PBE determinant, <S^2>: 8.755919
```
